# ddCOSMO: Schwarz Iteration on Atomic Spheres, Its Cost and Adjoint Forces, part 1

(Sections cited here and not found follow in the second part.)

## One sphere

Hartree atomic units are used. Put a charge \(q\) at distance \(a<R\) from the centre of a spherical cavity of radius \(R\) in a conductor. The total potential vanishes on the wall, so the reaction potential \(W\) is harmonic inside and equals \(-\Phi\) on the wall, where \(\Phi\) is the vacuum potential of the charge. The Legendre generating function gives \(\Phi=q\sum_l a^lR^{-l-1}P_l(\cos\gamma)\) on the wall. Since \(r^lP_l\) is harmonic, each term continues inward with a factor \((r/R)^l\). At the charge \(r=a\) and \(P_l=1\), so
\[
W=-\frac qR\sum_l\Big(\frac{a^2}{R^2}\Big)^l=-\frac{qR}{R^2-a^2},\qquad E=\tfrac12qW .
\]
For \(R=2\), \(a=0.8\) bohr and \(q=1\), \(E=-\tfrac12\cdot2/3.36=-0.297619\) Ha. On a ball the Dirichlet problem is diagonal in spherical harmonics. ddCOSMO applies this solver to each atomic ball and couples the balls through their boundary data.

## The model and its Schwarz form

The cavity \(\Omega\) is a union of \(M\) open balls \(\Omega_j\) with centres \(x_j\), radii \(r_j\) and spheres \(\Gamma_j\) that meet transversally. Point charges \(q_j\) sit at the centres. COSMO is
\[
\Delta W=0\ \text{in }\Omega,\quad W=-\Phi\ \text{on }\partial\Omega,\quad E=\tfrac12f\sum_jq_jW(x_j),\quad f=\frac{\varepsilon-1}{\varepsilon}.
\]
The factor \(f\) turns the conductor energy \(-q^2/2R\) of a centred charge into the Born energy. In other geometries it is an approximation of the model.

Call \(y\in\Gamma_j\) buried if it lies in some \(\Omega_k\) with \(k\ne j\), and exposed otherwise. Seek one harmonic function \(W_j\) per ball with
\[
W_j(y)=-U_j(y)\Phi(y)+\sum_{k\neq j}\omega_{jk}(y)W_k(y),\quad y\in\Gamma_j,\tag{1}
\]
where \(U_j+\sum_k\omega_{jk}=1\), all weights are non-negative, and \(\omega_{jk}=0\) outside \(\Omega_k\). Sharp weights are \(U_j=1\) on exposed points and \(\omega_{jk}=1/(\text{number of covering balls})\) on buried points.

With sharp weights (1) is equivalent to COSMO among functions continuous on the closed balls. The restrictions of \(W\) satisfy (1), because exposed points form \(\partial\Omega\) and an average of equal values is that value. For uniqueness let \(e_j=W_j-W\). It is harmonic, zero on exposed points, and the average of the covering \(e_k\) on buried points. Suppose \(m=\max_j\max e_j>0\). By the maximum principle \(m\) is attained at a point of some \(\Gamma_j\), which must be buried. An average of numbers not above \(m\) equals \(m\) only if all of them do, so every covering \(e_k\) attains \(m\) at an interior point and is constant. The set \(\mathcal S\) of balls with \(e_k\equiv m\) is thus not empty. Take the point of their closed union farthest from the origin. It lies on some \(\Gamma_k\) with \(k\in\mathcal S\) and has \(e_k=m>0\), so it is buried, and the same argument puts its covering balls in \(\mathcal S\). It is then interior to the union and cannot be farthest. Hence \(m\le0\), and the argument for \(-e\) gives \(e=0\).

## Discretisation

**Basis.** Let \(Y_{lm}\) be real orthonormal harmonics. Write \(W_j\) as the potential of a single layer \(\sigma_j=\sum X_j^{lm}Y_{lm}\) on the scaled unit sphere. For unit vectors \(s,s'\) and \(t<1\), the generating function and the addition theorem give \(|ts-s'|^{-1}=\sum_{lm}D_l\,t^lY_{lm}(s)Y_{lm}(s')\) with \(D_l=4\pi/(2l+1)\). Integrating against \(\sigma_j(s')\) and using orthonormality,
\[
W_j(x_j+r_jts)=\sum_{l\le L}\sum_mD_lX_j^{lm}\,t^lY_{lm}(s).\tag{2}
\]
Each ball carries \(n_b=(L+1)^2\) unknowns.

**Weights.** Sharp weights on a grid would make grid points switch abruptly as atoms move. Let \((s_n,w_n)\) be a Lebedev rule with \(N_g\) points, \(\sum w_n=4\pi\), exact to degree at least \(2L\). For \(y=y_j^n=x_j+r_js_n\) set \(v_k=y-x_k\), \(t_k=|v_k|/r_k\), and let \(u\) be \((1-t_k)/\eta\) clipped to \([0,1]\). Then
\[
\chi=u^3(6u^2-15u+10),\qquad \chi'\equiv\frac{d\chi}{dt}=-\frac{30u^2(1-u)^2}{\eta},
\]
\[
F=\sum_k\chi(t_k),\qquad\omega_{jk}=\frac{\chi(t_k)}{\max(1,F)},\qquad U_j=\max(0,1-F).
\]
The derivative follows from \(d\chi/du=30u^4-60u^3+30u^2\) and \(du/dt=-1/\eta\). The weights sum to one on both branches, as \((1-F)+F\) for \(F<1\) and as \(0+F/F\) otherwise. Now \(U_j>0\) in a layer inside \(\Omega\), where the true \(W\) differs from \(-\Phi\). The smoothed problem therefore carries a bias set by \(\eta\) that no increase of \(L\) removes.

**Projection.** Multiply (1) by \(w_nY_{lm}(s_n)\) and sum over \(n\). On the left \(t=1\), and exactness to degree \(2L\) leaves \(D_lX_j^{lm}\). With \(\hat v_k=v_k/|v_k|\), the result is \(\mathsf LX=g\), \(\mathsf L=D-A\), where \(D\) is diagonal and
\[
A_{jk}^{lm,l'm'}=\sum_nw_nY_{lm}(s_n)\,\omega_{jk}^n\,D_{l'}t_k^{l'}Y_{l'm'}(\hat v_k),\qquad g_j^{lm}=-\sum_nw_nY_{lm}(s_n)U_j^n\Phi(y_j^n).\tag{3}
\]
At \(t=0\) only \(l=0\) survives in (2), and \(W_j(x_j)=4\pi X_j^{00}/\sqrt{4\pi}=\sqrt{4\pi}X_j^{00}\). Therefore
\[
E=\tfrac12f\,\Psi\cdot X,\qquad\Psi_j^{lm}=\sqrt{4\pi}\,q_j\,\delta_{l0}.
\]
\(A_{jk}\) projects on \(\Gamma_j\) a field expanded about \(x_k\), while \(A_{kj}\) integrates over a different cap, on \(\Gamma_k\). Nothing ties one to the transpose of the other. For the four-ball cluster of the numerical check, \(\|\mathsf L-\mathsf L^T\|/\|\mathsf L\|=0.427\) in the Frobenius norm.

## Sparsity and the iteration count

A point of \(\Gamma_j\) inside \(\Omega_k\) requires \(|x_j-x_k|<r_j+r_k\) by the triangle inequality, so \(A_{jk}=0\) otherwise. Let \(\delta\) be the least distance between centres. Balls of radius \(\delta/2\) about \(x_j\) and its \(K\) neighbours are disjoint and lie within \(2r_{\max}+\delta/2\) of \(x_j\). Comparing volumes,
\[
K\le(1+4r_{\max}/\delta)^3-1 .
\]
The bound is independent of \(M\) and loose. For a cubic lattice of spacing 3.0 bohr and radius 2.94 bohr it gives 118, while the count found is 26. The system has at most \(M(K+1)\) blocks.

Block Jacobi, \(X\leftarrow D^{-1}(g+AX)\), solves every ball with data from the previous iterates of its neighbours, which is the parallel Schwarz method. One sweep costs \(O(MKn_b^2)\) with stored blocks. Without storage it costs \(O(MKn_bN_g)\), by evaluating (2) at the buried points and projecting once per sphere. Sparsity makes a sweep linear in \(M\). The solve is linear only if the number of sweeps is bounded, which is a separate property of the geometry.

Consider the iteration with smooth weights before truncation and quadrature. Subtracting the fixed point, the boundary errors obey \(e^{p+1}=Te^p\), with \((Te)_j=\sum_k\omega_{jk}H_k[e_k]\) and \(H_k\) the harmonic extension into \(\Omega_k\). By the maximum principle \(H_k\) preserves order, so \(T\) does, and \(T1=\sum_k\omega_{jk}=1-U\). Hence \(|e^1|\le\|e^0\|_\infty(1-U)\). Define
\[
\theta=\max_j\sup_{y\in\Gamma_j,\,F>0}\frac{\sum_k\omega_{jk}H_k[1-U_k]}{\sum_k\omega_{jk}},
\]
so that \(T(1-U)\le\theta(1-U)\). Induction gives \(\|e^{p+1}\|_\infty\le\theta^p\|e^0\|_\infty\).

Suppose every sphere has \(U_k>0\) somewhere. \(U_k\) is continuous, so \(H_k[1-U_k]<1\) strictly inside \(\Omega_k\), and the ratio is below one wherever \(F>0\). Where \(F\to0\), the limit point lies in no open ball, so \(U_k=1\) there for each sphere through it and the ratio tends to zero. Compactness gives \(\theta<1\). The ratio on \(\Gamma_j\) involves only ball \(j\), its neighbours and their neighbours. A family of cavities built from a fixed finite set of local arrangements therefore has one \(\theta\) for all \(M\), and at most about \(\ln\tau/\ln\theta\) sweeps reach a relative tolerance \(\tau\) in the maximum norm.

A wholly buried ball has \(H_k[1-U_k]=1\), and \(\theta=1\) once some point puts all its weight on such balls. The argument is then repeated with powers of \(T\). If \(T^{p-1}(1-U)<1\) somewhere on \(\Gamma_k\), then \(T^p(1-U)<1\) wherever \(\omega_{jk}>0\), so exposure reaches one neighbour shell further per sweep. For burial depth at most \(p\) this gives \(T^{p+1}(1-U)\le\theta_p(1-U)\) with a local \(\theta_p<1\). Bounded depth thus gives a bounded count, and no uniform bound follows when depth grows with \(M\).

The truncated operator need not preserve order, so the bound must be checked on it. For straight chains with radius 3.0 bohr and spacing 3.6 bohr, \(\theta\) estimated on the grid points at \(L=14\) is 0.396, and the converged supremum is 0.397. The spectral radius of \(D^{-1}A\) at \(L=6\) with 302 points is 0.347 for \(M=8\) and 0.348 for \(M=16\), below the bound. This value depends on the discretisation: with converged quadrature the axially symmetric modes for \(M=8\) give 0.33 at \(L=6\) and 0.30 at \(L=40\). From \(M=8\) to \(128\) the count for \(\tau=10^{-8}\) stays at 19 or 20. At \(M=128\) there are 382 blocks out of 16384, and the multiplications per sphere for both solves go from \(1.81\times10^5\) at \(M=32\) to \(1.86\times10^5\). For the cubic clusters of \(n^3\) balls, \(n=2,\dots,6\), with up to 64 wholly buried balls, run at \(L=3\) with 50 points and the same \(\tau\), the counts are 52, 100, 157, 226 and 305 (at \(L=6\) with 302 points the first three are 49, 96 and 152). These matrices have at most 27 blocks per row for every \(n\), against 3 for the chains (the average rises from 8 at \(n=2\), where all blocks are filled, to about 19 at \(n=6\)), so the cost of a sweep per sphere is bounded, yet the number of sweeps, and with it the work per sphere, grows. Since \(T\) acts as the transition operator of a walk from sphere to sphere that is absorbed on exposed surface, a diffusive count \(\propto n^2\), and total work \(\propto M^{5/3}\), is a conjecture. The tests assert only steady growth, and more than a doubling from \(n=3\) to \(n=6\).

The vector \(g\) needs \(\Phi\) from \(M\) charges at \(O(MN_g)\) points, which is \(O(M^2N_g)\) by direct summation. Overall linear cost needs a fast multipole method or an equivalent for this step.

## Forces

For centred charges \(\Psi\) does not depend on the centres. Differentiating \(\mathsf LX=g\) gives \(\mathsf L\,dX=dg-d\mathsf L\,X\), so
\[
dE=\tfrac12f\,\Psi\cdot\mathsf L^{-1}(dg-d\mathsf L\,X)=\tfrac12f\,S\cdot(dg-d\mathsf L\,X),\qquad\mathsf L^TS=\Psi,\tag{4}
\]
because \(\Psi\cdot\mathsf L^{-1}b=(\mathsf L^{-T}\Psi)\cdot b\). Read from the right, (4) needs one solve per coordinate, \(3M\) solves and \(O(M^2)\) work. The adjoint solve is thus not a logical necessity, but it is what reduces the count to one extra solve. In a symmetric scheme whose energy vector is proportional to its right-hand side, \(S\) is proportional to \(X\). Here \(\mathsf L\neq\mathsf L^T\), and \(\Psi\) has only \(l=0\) entries while \(g\) has entries at higher \(l\), so \(S\) has to be computed. Its Jacobi matrix \(D^{-1}A^T\) is the transpose of \(AD^{-1}=D(D^{-1}A)D^{-1}\) and has the spectrum of \(D^{-1}A\), so the asymptotic rate is the same. If the sources move relative to the centres, (4) gains \(\tfrac12f\,d\Psi\cdot X\).

**Meaning of \(S\).** Define \(\xi_j^n=w_n\sum_{lm}S_j^{lm}Y_{lm}(s_n)\). Since \(\Psi\cdot X=\mathsf L^TS\cdot X=S\cdot g\), the second part of (3) gives \(E=\tfrac12f\sum_{jn}(-\xi_j^nU_j^n)\Phi(y_j^n)\). The numbers \(-\xi U\) are the apparent charges of the scheme, before scaling by \(f\), and the \(X_j\) are not. With smooth weights they also sit on points in the layer inside \(\Omega\) where \(U>0\), so their distribution differs from the surface charge of the conductor by an amount set by \(\eta\). They obey Gauss's law at any \(L\). Let \(g^{(1)}\) be the vector for \(\Phi\equiv1\), and let \(X^{(1)}\) have \(X_j^{00}=-1/\sqrt{4\pi}\) and no other entry, which by (2) is \(W_j\equiv-1\). Then \((D-A)X^{(1)}\) is the projection of \(-1+\sum_k\omega_{jk}=-U_j\), which is \(g^{(1)}\). Therefore
\[
\sum_{jn}(-\xi U)=S\cdot g^{(1)}=\Psi\cdot X^{(1)}=-\sum_jq_j .
\]
The four-ball cluster has net charge \(0.3\) and gives \(-0.30000000\).

This part has cast ddCOSMO as a sparse linear system, shown that a sweep of linear cost gives a linear solve only if the number of sweeps is bounded, and reduced the forces to one extra adjoint solve. What remains is the explicit gradient, the pseudocode, an exact two-ball reference with a worked example, and the accuracy and failure modes of the scheme.
